# Kramers' theorem and the 2P term in an electric field

Put one electron in a p shell and leave out spin-orbit coupling. Let the surrounding charges be arranged so unevenly that the orbitals $p_x$, $p_y$, $p_z$ have three different energies. The orbital degeneracy is gone, yet each orbital still accepts spin up or spin down at the same energy, because an electric potential does not act on spin. The six states form three doublets.

Now restore spin-orbit coupling. Spin is tied to the orbital motion, and the orbital motion feels the field. It seems to follow that a sufficiently irregular field must separate the last pairs and leave six single levels.

## Why the belief is tempting

Degeneracy usually comes from symmetry, and an irregular field has no spatial symmetry. Group theory seems to agree. For half-integer spin, the only spatial operations left are the identity and the rotation by $2\pi$, which changes the sign of the state. They commute, so their irreducible representations are one-dimensional. No spatial operation then requires two states to share an energy.

That statement is correct, but the count is incomplete. A static electric field also leaves time reversal intact, and time reversal is antiunitary: it complex-conjugates numbers, so it is not among the operations just counted.

## What time reversal forces

Consider $N$ electrons in a static electric potential, with their mutual repulsion and spin-orbit coupling. There is no magnetic field or magnetic order, the nuclei are fixed charges without spin, and the levels are discrete. Spins are in units of $\hbar$. Define

$$T=e^{-i\pi S_y}K ,$$

where $K$ is complex conjugation in the position representation, with the usual Pauli matrices. Conjugation reverses every momentum $-i\hbar\nabla$ and the imaginary matrix $\sigma_y$. The rotation by $\pi$ about $y$ then reverses $\sigma_x$ and $\sigma_z$. Positions are unchanged, while all momenta and spins change sign. Kinetic energy is quadratic in momentum, the potentials depend on positions, and spin-orbit coupling contains one momentum and one spin in each term. Hence $TH=HT$.

For one electron $e^{-i\pi\sigma_y/2}=-i\sigma_y$, which is a real matrix, so $T^2=(-i\sigma_y)^2=-1$. Each electron contributes one such factor:

$$T^2=(-1)^N .$$

Conjugation also exchanges the two sides of an inner product, $\langle T\phi|T\chi\rangle=\langle\chi|\phi\rangle$. Let $N$ be odd and $H\psi=E\psi$. Then $T\psi$ has the same energy, since $HT\psi=TH\psi=ET\psi$. To see whether it is a new state, set $\phi=\psi$ and $\chi=T\psi$:

$$\langle T\psi|\psi\rangle=\langle T\psi|T^2\psi\rangle=-\langle T\psi|\psi\rangle=0 .$$

The two states are orthogonal. If the level contains a further state $\chi$ orthogonal to both, then $T\chi$ is orthogonal to both as well:

$$\langle T\chi|T\psi\rangle=\langle\psi|\chi\rangle=0,\qquad
\langle T\chi|\psi\rangle=-\langle T\chi|T(T\psi)\rangle=-\langle T\psi|\chi\rangle=0 .$$

Pairs can therefore be removed one after another until nothing is left, and every level has even degeneracy. This is Kramers' theorem.

The same algebra shows why a further electric perturbation $W$, with $TW=WT$, cannot split a pair:

$$\langle T\psi|W\psi\rangle=\langle TW\psi|T^2\psi\rangle=-\langle WT\psi|\psi\rangle=-\langle T\psi|W\psi\rangle=0,$$

$$\langle T\psi|WT\psi\rangle=\langle T\psi|TW\psi\rangle=\langle W\psi|\psi\rangle=\langle\psi|W\psi\rangle .$$

The partners are not coupled to each other, and they shift equally.

## The 2P term worked out

Kramers' theorem gives even degeneracy. Whether a 2P term has three separate doublets is a further question, answered here for an isolated term with $L=1$ and $S=\tfrac12$.

In the real functions $x,y,z$, a spin-independent electric potential is a real symmetric $3\times3$ matrix. Only the part of the potential that is even under inversion enters it. A uniform field has no matrix elements within a p shell and acts only by mixing in states outside the term. Choose axes that make it diagonal, with energies $e_x,e_y,e_z$. Rotating orbit and spin together leaves the spin-orbit term $\lambda\,\mathbf L\cdot\mathbf S$ unchanged, where $\mathbf L$ is also in units of $\hbar$.

The orbital operators act as

$$L_z x=iy,\quad L_z y=-ix,\quad L_z z=0,$$

and cyclically for the other axes. With $\sigma_x\alpha=\beta$, $\sigma_y\alpha=i\beta$, $\sigma_x\beta=\alpha$, $\sigma_y\beta=-i\alpha$ and $\mathbf S=\boldsymbol\sigma/2$, one finds

$$\begin{aligned}
\mathbf L\cdot\mathbf S\,|x\beta\rangle&=\tfrac12\left(-i|y\beta\rangle-|z\alpha\rangle\right),\\
\mathbf L\cdot\mathbf S\,|y\beta\rangle&=\tfrac12\left(i|x\beta\rangle+i|z\alpha\rangle\right),\\
\mathbf L\cdot\mathbf S\,|z\alpha\rangle&=\tfrac12\left(-|x\beta\rangle-i|y\beta\rangle\right).
\end{aligned}$$

These three states mix only among themselves. Their time-reversed partners form the other set, with the same energies. Take $|1\rangle=|x\beta\rangle$, $|2\rangle=i|y\beta\rangle$, $|3\rangle=|z\alpha\rangle$. Every coupling then becomes $-\lambda/2$, and the Hamiltonian matrix is

$$M_{ij}=d_i\delta_{ij}-\frac{\lambda}{2},\qquad d_i=e_i+\frac{\lambda}{2}.$$

The eigenvalue equation for amplitudes $c_i$ is

$$(d_i-E)c_i=\frac{\lambda}{2}C,\qquad C=\sum_j c_j .$$

Suppose first that $\lambda\neq0$ and the $e_i$ are all different. If $C$ were zero, at most one $c_i$ could be nonzero, and then $C$ would not be zero. So $C\neq0$ and $E\neq d_i$. Dividing by $d_i-E$ and summing over $i$ gives

$$1=\frac{\lambda}{2}\sum_i\frac{1}{d_i-E}.$$

Order the energies so that $d_1<d_2<d_3$. For $\lambda>0$ the right side rises with $E$ between its poles. It goes from $0$ to $+\infty$ below $d_1$, from $-\infty$ to $+\infty$ in each gap between poles, and is negative above $d_3$. There is one root in each of the first three intervals:

$$E_1<d_1<E_2<d_2<E_3<d_3 .$$

For $\lambda<0$ the slope is reversed, and one root lies above each $d_i$ in order, below the next pole if there is one: $d_1<E_1<d_2<E_2<d_3<E_3$. Either way there are three distinct doublets, however strong the distortion, as long as the term stays isolated and the coupling keeps the isotropic form $\lambda\,\mathbf L\cdot\mathbf S$. If the coupling differs by direction, $\sum_a\lambda_aL_aS_a$, two doublets can coincide even for different $e_i$: $\lambda_x,\lambda_y,\lambda_z=504,360,280$ with $e_x,e_y,e_z=-100,-196,-324$ gives one doublet and one fourfold level. The degeneracy stays even, as Kramers' theorem requires.

If two energies coincide, say $d_1=d_2=d\neq d_3$, the vector $(1,-1,0)$ has energy $d$. The other two eigenvectors have $c_1=c_2$. They come from a $2\times2$ matrix with coupling $-\lambda/\sqrt2$, so their energies differ. Neither energy is $d$: that would require $C=0$, hence $c_3=0$ and then $c_1=c_2=0$. An axial field thus also gives three doublets when $\lambda\neq0$.

If all $e_i$ are zero, the energies are $-\lambda$ once and $\lambda/2$ twice in each set. These are the free-atom levels, of degeneracy two and four. Without spin-orbit coupling the energies are simply $e_i$, and three distinct doublets require three different $e_i$.

## A strongly distorted example

Take the round model values $e_x=-3000$, $e_y=500$, $e_z=2500$ and $\lambda=400$, all in $\mathrm{cm^{-1}}$. Since $\sum_i e_i=0$, expanding $\det(E-M)=0$ gives

$$E^3+\left(e_xe_y+e_xe_z+e_ye_z-\tfrac34\lambda^2\right)E-e_xe_ye_z+\tfrac14\lambda^3=0 .$$

The sum of products is $-7.75\times10^6$, and $\tfrac34\lambda^2=0.12\times10^6$. The constant term is $3.750\times10^9+0.016\times10^9$. With $E$ in $\mathrm{cm^{-1}}$,

$$E^3-7.87\times10^6E+3.766\times10^9=0 .$$

Its numerical roots are $-3019.5$, $493.8$ and $2525.6\ \mathrm{cm^{-1}}$. Each occurs twice, once in each set. The gaps between doublets are $3513$ and $2032\ \mathrm{cm^{-1}}$, or $436$ and $252$ meV. The gap inside each doublet is zero.

Second-order perturbation theory shows what spin-orbit coupling does when it is weak compared with the orbital separations:

$$E_i\simeq e_i+\frac{\lambda^2}{4}\sum_{j\neq i}\frac{1}{e_i-e_j}.$$

For the lowest doublet the shift is $40\,000\,(-1/3500-1/5500)=-18.7\ \mathrm{cm^{-1}}$; the cubic gives $-19.5\ \mathrm{cm^{-1}}$. The coupling is effective, but it moves both partners together. Making the field ten times stronger does not separate them either: the doublets lie at $-30\,001.9$, $4999.2$ and $25\,002.7\ \mathrm{cm^{-1}}$, closer to the bare orbital energies than before.

## What can split the pairs

A magnetic field $B$ along $z$ adds $\mu_BB(L_z+g_sS_z)$, with $g_s\simeq2.0023$. This operator changes sign under $T$, so the partners shift in opposite directions. In the basis above, $L_z$ exchanges $|1\rangle$ and $|2\rangle$ and annihilates $|3\rangle$. For real normalized amplitudes,

$$\langle L_z\rangle=2c_1c_2,\qquad \langle S_z\rangle=\tfrac12(c_3^2-c_1^2-c_2^2)=\tfrac12(2c_3^2-1).$$

Neither operator connects the two sets. To first order in $B$, the splitting is twice the shift of one partner:

$$\Delta E=|g_z|\mu_BB,\qquad |g_z|=\left|4c_1c_2+g_s(2c_3^2-1)\right| .$$

In the lowest doublet the weights $c_i^2$ are $0.99507$, $0.00346$ and $0.00147$. Its energy lies below every $d_i$, so the eigenvalue equation gives all three amplitudes the same sign. Thus $4c_1c_2\simeq0.235$, the spin part is $-1.996$, and $|g_z|\simeq1.76$. With $\mu_B=0.46686\ \mathrm{cm^{-1}/T}$, a field of 1 T splits the doublet by $0.82\ \mathrm{cm^{-1}}$. The electric field had shifted orbital energies by thousands of $\mathrm{cm^{-1}}$ without splitting it at all. A magnetic field can still fail to split a doublet to first order, if its $g$ value along the field vanishes.

## Where the protection ends

For an even number of electrons $T^2=+1$, and the step that made $\langle T\psi|\psi\rangle$ vanish gives only an identity. Single levels are then allowed, though not guaranteed: a free-atom 1P term has three equal energies because of rotational symmetry.

A small model shows the contrast. Three orbitals were given random real one-electron energies and couplings, random spin-orbit coupling that respects time reversal, and a repulsion that includes exchange and pair transfer between orbitals. Numerical diagonalization gave 15 single levels for the 15 two-electron states. The 20 three-electron states gave 10 doublets.

Nuclear spin can also change the count. If hyperfine coupling to one nucleus of spin $I$ is included, $T$ must reverse that spin too, and $T^2=(-1)^{N+2I}$. An odd number of electrons with a half-integer nuclear spin then has $T^2=+1$, so Kramers' theorem no longer protects the levels of the combined system. For an odd number of electrons taken alone, an electric field can remove all orbital degeneracy, but the pair $\psi,T\psi$ remains. In a crystal $T$ takes $\mathbf k$ to $-\mathbf k$, so the partner of a band state lies at the opposite wave vector. Without inversion symmetry, an electric field together with spin-orbit coupling can split the two spin states at the same $\mathbf k$, as in the Rashba effect, while the energies at $\mathbf k$ and $-\mathbf k$ stay equal.

Numerical values quoted here were computed with a short program.
